# Second-order correlation energy of the two-dimensional electron gas: verification in Python

```python
# Second-order correlation energy per electron of the paramagnetic 2D
# electron gas with v(q) = 2 pi/q and free-particle energies k^2/2.
# Result under test (hartree, independent of density):
#   direct   = ln 2 - 1
#   exchange = beta(2) - (8/pi^2) beta(4), beta = Dirichlet beta function
# q: momentum transfer; p = k1 + k2 + q: exchange momentum transfer;
# k1, k2 lie inside the Fermi disc, k1 + q and k2 + q outside it;
# theta: angle between q and p; q.p: excitation energy.
# s = q/(2 kF), u = omega/(q kF) with omega an imaginary frequency.
import itertools
import numpy as np
import mpmath as mp
from scipy.integrate import quad, dblquad
from scipy.stats import qmc
from scipy.constants import physical_constants

pi = np.pi
hartree_ev = physical_constants["Hartree energy in eV"][0]
direct = np.log(2) - 1
beta2 = float(mp.catalan)
beta4 = float((mp.zeta(4, mp.mpf(1)/4) - mp.zeta(4, mp.mpf(3)/4)) / 256)
exchange = beta2 - 8 * beta4 / pi**2
total = direct + exchange

# Spin sums of squared direct and of direct-times-exchange elements.
spin_direct = spin_exchange = 0
for i, j, a, b in itertools.product((0, 1), repeat=4):
    straight = int(i == a and j == b)
    crossed = int(i == b and j == a)
    spin_direct += straight * straight
    spin_exchange += straight * crossed

angle_edges = np.radians([0, 20, 40, 90])


def sample_energy(r_s, seed):
    """Original momentum integrals by scrambled Sobol sampling.

    Returns direct, exchange, exchange in three angle bins, and the
    exchange estimate without the variance-reducing weight.
    """
    kf = np.sqrt(2) / r_s
    density = 1 / (pi * r_s**2)
    points = qmc.Sobol(5, scramble=True, seed=seed).random_base2(18)
    points = np.clip(points, 1e-12, 1 - 1e-12)
    t, g1, g2, v1, v2 = points.T
    q = 2 * t / (1 - t)
    weight = 2 * pi * q * 2 / (1 - t)**2
    px, py = q.copy(), np.zeros_like(q)
    for g, v in ((g1, v1), (g2, v2)):
        phi = pi * (g - 0.5)
        half_chord = kf * np.cos(phi)
        length = np.minimum(q, 2 * half_chord)
        px += half_chord - length * v
        py += kf * np.sin(phi)
        weight *= pi * half_chord * length
    p = np.hypot(px, py)
    common = weight / (q * px) / (2 * pi)**6 / density
    d_terms = -0.5 * spin_direct * common * (2 * pi / q)**2
    x_plain = 0.5 * spin_exchange * common * (2*pi/q) * (2*pi/p)
    # The exchange integral is symmetric under interchange of q and p.
    # This weight averages to one over the interchange and removes the
    # singularity at small p, which makes the plain variance diverge.
    x_terms = x_plain * 2 * p**2 / (p**2 + q**2)
    theta = np.arctan2(np.abs(py), px)
    bins = np.histogram(theta, angle_edges, weights=x_terms)[0]
    return np.r_[d_terms.mean(), x_terms.mean(), bins / len(q),
                 x_plain.mean()]


def exchange_angle_part(lo, hi):
    f = lambda th: (pi - 2*th)**3 / (6*np.cos(th)) / (2*pi**2)
    return quad(f, lo, hi)[0]


angle_parts = np.array([exchange_angle_part(lo, hi) for lo, hi in
                        zip(angle_edges[:-1], angle_edges[1:])])
sampled = {}
for r_s in (0.5, 2.0):
    runs = np.array([sample_energy(r_s, seed) for seed in range(8)])
    mean = runs.mean(axis=0)
    error = runs.std(axis=0, ddof=1) / np.sqrt(len(runs))
    sampled[r_s] = (mean, error)
    report = (r_s, mean, error, angle_parts)
    # Absolute tolerances allow for the finite sample.
    assert abs(mean[0] - direct) < 5e-4, report
    assert abs(mean[1] - exchange) < 5e-4, report
    assert np.all(np.abs(mean[2:5] - angle_parts) < 5e-4), report
    # Looser: the unweighted estimate has a log-divergent variance.
    assert abs(mean[5] - exchange) < 2e-3, report


# Frequency representation of the energy denominator.
a0, b0 = 0.7, 1.9
freq = quad(lambda w: a0*b0/((a0**2+w**2)*(b0**2+w**2)), 0, np.inf)[0]
assert abs(2 / pi * freq - 1 / (a0 + b0)) < 1e-8


def response_real(s, u):
    z = complex(s, u)
    return (1 / (z + np.sqrt(z - 1) * np.sqrt(z + 1))).real


# Pauli-blocked particle-hole integral against its closed form.
q0, u0 = 0.8, 0.6


def particle_hole(x, y):
    energy = q0 * (x + q0 / 2)
    return energy / (energy**2 + (q0 * u0)**2)


split = np.sqrt(1 - q0**2 / 4)
blocked = 0.0
for lo, hi in ((0, split), (split, 1)):
    blocked += 2 * dblquad(
        particle_hole, lo, hi,
        lambda y: max(-np.sqrt(1 - y*y), np.sqrt(1 - y*y) - q0),
        lambda y: np.sqrt(1 - y*y))[0]
closed_response = 2 * pi / q0 * response_real(q0 / 2, u0)
assert abs(blocked - closed_response) < 1e-6


def ring_shell(s, power):
    """Integral over u of (R/s)^power, with u scaled by 1+s."""
    f = lambda x: (1+s) * (response_real(s, (1+s)*x) / s)**power
    return quad(f, 0, np.inf, epsabs=0, epsrel=1e-8, limit=200)[0]


# Direct energy from the unreduced s,u integral, shell by shell.
shell_edges = (0, 0.5, 1, np.inf)
shells = [-2 / pi * quad(lambda s: ring_shell(s, 2), lo, hi,
                         epsabs=1e-8, epsrel=1e-7)[0]
          for lo, hi in zip(shell_edges[:-1], shell_edges[1:])]
assert abs(sum(shells) - direct) < 2e-6
small_q_density = -ring_shell(1e-4, 2) / pi
third_order_constant = ring_shell(1e-4, 3)
assert abs(small_q_density + 2 / pi - 0.5) < 1e-3
assert abs(third_order_constant - (5 - 1.5 * pi)) < 1e-3


# Pair term: signed integral over the overlap area of two unit discs.
def overlap(d):
    if d >= 2:
        return 0.0
    return 2 * np.arccos(d / 2) - d / 2 * np.sqrt(4 - d*d)


def pair_term(theta):
    c = np.cos(theta)

    def integrand(radius, psi):
        near = radius * np.sqrt(1 - c * np.sin(2 * psi))
        far = radius * np.sqrt(1 + c * np.sin(2 * psi))
        return (2 * (overlap(near) - overlap(far))
                / (radius * np.sin(psi) * np.cos(psi)))

    return dblquad(integrand, 0, pi / 2, 0, 2 / np.sqrt(1 - c),
                   epsabs=1e-6, epsrel=1e-6)[0]


# Triple term: product of principal-value integrals along two chords.
nodes, node_weights = np.polynomial.legendre.leggauss(200)
chi = (nodes + 1) * pi / 4
radius = np.sin(chi)[:, None]
radial_weight = node_weights * pi / 4 * np.sin(chi) * np.cos(chi)
phi_grid = (np.arange(4000) + 0.5) * 2 * pi / 4000


def chord_log(angle):
    along = radius * np.cos(angle)
    half = np.sqrt(1 - (radius * np.sin(angle))**2)
    return np.log((half - along) / (half + along))


def triple_term(theta):
    product = chord_log(phi_grid) * chord_log(phi_grid - theta)
    return radial_weight @ product.mean(axis=1) * 2 * pi


angle_table = []
for theta in (pi / 6, pi / 3):
    pair, triple = pair_term(theta), triple_term(theta)
    w_numeric = 0.5 * (pair - 2 * triple)
    w_closed = (pi - 2 * theta)**3 / 6
    assert abs(pair - pi**2 * (pi - 2 * theta)) < 1e-4
    assert abs(triple - (pi**3/3 - 2*pi*theta**2 + 4*theta**3/3)) < 5e-4
    assert abs(w_numeric - w_closed) < 1e-3
    angle_table.append((np.degrees(theta), pair, triple, w_closed))

# Factorization and the one-dimensional integral used for the triple term.
u1, u2, th = 0.7, -1.1, 0.9
s1, s2 = np.sinh(u1), np.sinh(u2)
quadratic = np.sin(th)**2 + s1**2 + s2**2 - 2*s1*s2*np.cos(th)
factors = ((np.cosh(u1-u2) - np.cos(th))
           * (np.cosh(u1+u2) + np.cos(th)))
assert abs(quadratic - factors) < 1e-12
line = 2 * quad(lambda w: 1 / (np.cosh(w) + np.cos(th)), 0, 50)[0]
assert abs(line - 2 * th / np.sin(th)) < 1e-7

# Remaining angular integral against the beta-function form.
sine_integral = quad(lambda x: x**3 / np.sin(x), 0, pi / 2)[0]
assert abs(2 * sine_integral / (3 * pi**2) - exchange) < 1e-10

print("Closed forms, energy per electron")
print(f"beta(2) = {beta2:.8f} (dimensionless)")
print(f"beta(4) = {beta4:.8f} (dimensionless)")
print(f"integral of x^3/sin x, 0 to pi/2 = {sine_integral:.8f}")
print(f"direct   = {direct:.6f} hartree")
print(f"exchange = {exchange:.6f} hartree")
print(f"total    = {total:.6f} hartree = {total*hartree_ev:.4f} eV")
print(f"opposite-spin part = {direct/2:.6f} hartree")
print(f"same-spin part     = {direct/2 + exchange:.6f} hartree")
print(f"spin sums: direct {spin_direct}, exchange {spin_exchange}")
print("Sampling of the original momentum integrals")
for r_s, (mean, error) in sampled.items():
    print(f"r_s = {r_s:.1f} bohr, kF = {np.sqrt(2)/r_s:.4f} 1/bohr")
    print(f"  direct   = {mean[0]:.5f} +- {error[0]:.5f} hartree")
    print(f"  exchange = {mean[1]:.5f} +- {error[1]:.5f} hartree")
    print(f"  exchange, unweighted = {mean[5]:.5f}"
          f" +- {error[5]:.5f} hartree")
print("Direct energy by momentum transfer")
for name, value in zip(("0 < q < kF", "kF < q < 2kF", "q > 2kF"), shells):
    print(f"  {name}: {value:.6f} hartree")
print(f"q->0 direct energy per unit q/kF: {small_q_density:.4f} hartree")
print(f"q->0 third-order ring u-integral: {third_order_constant:.4f}")
print(f"blocked response, q=0.8 kF, u=0.6: {blocked:.6f}")
print(f"closed response, same point:      {closed_response:.6f}")
print("Exchange energy by angle between q and p (samples: r_s = 0.5)")
for k, value in enumerate(angle_parts):
    lo, hi = np.degrees(angle_edges[k:k + 2])
    mean, error = sampled[0.5]
    print(f"  {lo:.0f} to {hi:.0f} degrees: formula {value:.5f},"
          f" sampled {mean[2+k]:.5f} +- {error[2+k]:.5f} hartree")
print("Angular function (dimensionless, kF = 1)")
for degrees, pair, triple, w_value in angle_table:
    print(f"  theta = {degrees:.0f} degrees: T = {pair:.4f},"
          f" K = {triple:.4f}, W = {w_value:.4f}")
print("no test failed")
```

Printed output:

```
Closed forms, energy per electron
beta(2) = 0.91596559 (dimensionless)
beta(4) = 0.98894455 (dimensionless)
integral of x^3/sin x, 0 to pi/2 = 1.69299247
direct   = -0.306853 hartree
exchange = 0.114357 hartree
total    = -0.192495 hartree = -5.2381 eV
opposite-spin part = -0.153426 hartree
same-spin part     = -0.039069 hartree
spin sums: direct 4, exchange 2
Sampling of the original momentum integrals
r_s = 0.5 bohr, kF = 2.8284 1/bohr
  direct   = -0.30683 +- 0.00002 hartree
  exchange = 0.11435 +- 0.00001 hartree
  exchange, unweighted = 0.11431 +- 0.00013 hartree
r_s = 2.0 bohr, kF = 0.7071 1/bohr
  direct   = -0.30691 +- 0.00004 hartree
  exchange = 0.11436 +- 0.00001 hartree
  exchange, unweighted = 0.11472 +- 0.00024 hartree
Direct energy by momentum transfer
  0 < q < kF: -0.132877 hartree
  kF < q < 2kF: -0.106233 hartree
  q > 2kF: -0.067743 hartree
q->0 direct energy per unit q/kF: -0.1366 hartree
q->0 third-order ring u-integral: 0.2876
blocked response, q=0.8 kF, u=0.6: 1.453082
closed response, same point:      1.453082
Exchange energy by angle between q and p (samples: r_s = 0.5)
  0 to 20 degrees: formula 0.06630, sampled 0.06632 +- 0.00003 hartree
  20 to 40 degrees: formula 0.03188, sampled 0.03184 +- 0.00004 hartree
  40 to 90 degrees: formula 0.01618, sampled 0.01619 +- 0.00003 hartree
Angular function (dimensionless, kF = 1)
  theta = 30 degrees: T = 20.6709, K = 8.8043, W = 1.5312
  theta = 60 degrees: T = 10.3354, K = 4.9763, W = 0.1914
no test failed
```
